Long-wavelength screening and slow k-grid convergence of GW in monolayers

In a gapped monolayer whose Coulomb interaction is cut off between periodic copies, the head of the inverse dielectric matrix goes to one at long wavelength, but it does so linearly in |q|:

ε⁻¹₀₀(q) = 1 − r₀q + (r₀² + r₀L/4)q² + O(q³).   (1)

Here r₀ is the screening length of the layer and L the height of the cell. The bare interaction grows as 1/q, so the induced interaction, v(ε⁻¹ − 1), has a finite limit, −2πe²r₀. A calculation that reads ε⁻¹₀₀(0) = 1 as "no screening at q = 0" discards this finite value. On an n × n grid, with N = n² points, the gap then comes out too large by

Δ = 2πe²r₀/(An²) − e²r₀²S₃/(na)³ + …   for na ≫ r₀,   (2)

Δ ≈ −e²S₁/(na)   for lattice constant ≪ na ≪ r₀.   (3)

A is the area of the unit cell, a the constant of a triangular lattice, and Sₛ the sum of |R|⁻ˢ over its nonzero vectors in units of a. S₁ is defined by analytic continuation and is negative. The second term of (2) keeps only terms diagonal in the in-plane G and assumes a layer much thinner than r₀; (3) assumes one much thinner than na. The error falls as N^(−1/2) on coarse grids and approaches N⁻¹ once the grid resolves wavevectors well below 1/r₀.

The conventions are these. The symbol e² stands for e²/(4πε₀), lengths are in Å and energies in eV. Response functions give number density per potential energy. The layer is nonmagnetic, has a gap and an isotropic in-plane response, and only electrons screen. Its charge is thinner than L/2. Bare exchange, whose 1/q singularity needs its own treatment, is taken as integrated separately. Errors refer to the self-energy difference between the band edges, before quasiparticle renormalization.

The first ingredient is the independent-particle response. For two spin-degenerate bands, without in-plane local fields, the static response per area is

χ⁰(q) = −4 ∫d²k/(2π)² |⟨c,k+q|v,k⟩|²/(E_c,k+q − E_v,k).

One factor of two is spin; the other comes from the two time orderings, equal by time reversal. The bras and kets are cell-periodic states. At q = 0 the overlap vanishes by orthogonality. First-order perturbation theory mixes valence character into the conduction state at k+q, so that for q along x

⟨c,k+q|v,k⟩ = q⟨c|∂H/∂kₓ|v⟩/(E_c − E_v) + O(q²).

Squaring this and dividing by the remaining energy denominator gives

χ⁰(q) = −αq²,   α = 4 ∫d²k/(2π)² |⟨c|∂H/∂kₓ|v⟩|²/(E_c − E_v)³.

More bands add a sum over valence–conduction pairs. Short-range local fields change the value of α but not the power q², because a uniform potential still cannot move charge. From here on α includes them, and r₀ = 2πe²α. As an example, take a honeycomb lattice with a = 3 Å, nearest-neighbour hopping 1 eV and site energies ±0.75 eV. Its gap is 1.5 eV, and summing the formula over a 90 × 90 grid gives r₀ = 9.98 Å. A metal is different: its static χ⁰ tends to a nonzero constant, and equation (1) fails.

The second ingredient is the truncated interaction. Between two planes a distance |z| apart the Coulomb interaction is 2πe²e^(−q|z|)/q. Keeping it for |z| < L/2 and integrating over z gives the head

v₀(q) = 2∫₀^(L/2) dz 2πe²e^(−qz)/q = (4πe²/q²)(1 − e^(−qL/2)).

Expanding the exponential to second order,

v₀/L = (2πe²/q)(1 − qL/4 + …).   (4)

Now apply a weak external potential φ, uniform across the layer and with in-plane wavevector q. Let δN be the induced number of electrons per area. To the order needed, the layer feels φ plus the potential of its own charge:

δN = −αq²[φ + (2πe²/q)δN].

Collecting δN on the left gives δN(1 + 2πe²αq) = −αq²φ, so the full response integrated over both heights is

X(q) = δN/φ = −αq²/(1 + r₀q).   (5)

The neglected variation of the induced potential across the thickness d is smaller than φ by a factor of order r₀dq². It changes X by the same relative order, since its effect on the total charge again carries q²: polarization perpendicular to the layer moves charge across it but adds none. Equation (5) is therefore reliable through relative order q.

Per volume the response is X/L, and the definition ε⁻¹ = 1 + vχ gives

ε⁻¹₀₀ = 1 + v₀X/L
= 1 − r₀q(1 − qL/4)(1 − r₀q) + O(q³)
= 1 − r₀q + (r₀² + r₀L/4)q² + O(q³),

which is equation (1). The slope belongs to the layer alone, while the curvature contains the cell height. The latter is a property of the representation: the head averages over the whole cell, vacuum included. Charges inside the layer interact at distances below L/2, where the truncated interaction equals the uncut one. The matrix elements with nonzero G_z therefore compensate the L dependence in any physical matrix element.

Without truncation the head of the interaction is 4πe²/q², and at fixed L

ε⁻¹₀₀(q→0) = 1/(1 + 4πe²α/L) = 1/(1 + 2r₀/L).

This is the response of a stack of layers, not of one layer. Truncation restores the two-dimensional limit, but brings a cusp at the origin: along any line through q = 0, −r₀|q| has opposite slopes on the two sides.

For a thin sheet, the interaction induced between charges in the layer follows from (5) by attaching one bare interaction to each side:

W_c(q) = (2πe²/q)²X(q) = −2πe²r₀/(1 + r₀q).   (6)

The two factors 1/q cancel the q² of the response. At small q this is finite, and at r₀q ≫ 1 it becomes −2πe²/q, cancelling the bare interaction almost entirely. A finite thickness changes the term linear in q by a relative amount of order d/r₀; (6) is thus a model for r₀ ≫ d beyond its limiting value. Perpendicular polarization adds finite terms with G_z ≠ 0, which the grid retains at q = 0.

It remains to find how much of W_c enters the gap. On the imaginary frequency axis the correlation self-energy of a state with energy E contains, for each q,

−∫dω/(2π) |M|²W_c(q,iω)/(E − ε_k−q + iω).

M is the overlap between the state and the intermediate state. Within the same band M → 1 as q → 0. Between different bands |M|² is of order q², so those terms vanish in this limit even though W_c stays finite. At the conduction edge the intermediate energy lies higher by δ ≥ 0. Since W_c is even in ω, only the even part of the denominator survives:

Σ_c = ∫dω/(2π) |M|²W_c(q,iω)δ/(δ² + ω²).   (7)

As q → 0, δ → 0 as well, and the Lorentzian closes around ω = 0. Its weight is ∫dω/(2π) δ/(δ² + ω²) = ½, so Σ_c → ½W_c(0). At the valence edge the intermediate state lies lower, the sign reverses, and Σ_v → −½W_c(0). The gap integrand tends to

Σ_c − Σ_v → W_c(0) = −2πe²r₀.   (8)

Neither effective masses nor plasmon energies appear in this limit: the missing term is fixed by the static polarizability. Screening lowers the gap, so omitting it leaves the gap too large. The wings, which couple G = 0 to G ≠ 0, can also be finite at q → 0, but they are odd in the direction of q and average to zero around the origin.

To follow the integrand away from q = 0, let the polarizability have one pole at energy Ω:

ε(q,iω) = 1 + r₀qΩ²/(Ω² + ω²),
ε⁻¹ − 1 = −r₀qΩ²/(ω² + ω_q²),   ω_q = Ω√(1 + r₀q).

Multiply by 2πe²/q and insert the result in (7). The remaining integral is

∫dω/(2π) δ/[(δ² + ω²)(ω_q² + ω²)] = 1/[2ω_q(ω_q + δ)].

With equal masses the valence edge contributes the same amount to the gap, which cancels the factor ½:

g(q) = −|M|² 2πe²r₀Ω²/[ω_q(ω_q + δ)].   (9)

Since δ and 1 − |M|² are both of order q², the expansion begins

g(q) = −2πe²r₀ + 2πe²r₀²|q| + O(q²).   (10)

A smooth periodic integrand is summed very efficiently by a uniform grid. To see what the cusp does, let the sum over q in the Brillouin zone and over reciprocal vectors G run over all Q = q + G, with g(Q) as the summand. This keeps the terms diagonal in G. The vectors Q form the reciprocal lattice of an n × n supercell of area An², and Poisson summation gives

(1/An²) Σ_Q g(Q) = Σ_R g̃(R),   g̃(R) = ∫d²q/(2π)² g(q)e^(iq·R).

R runs over the supercell lattice, with spacing na. The term R = 0 is the desired integral. If Q = 0 is dropped, the error is

Δ = −g(0)/(An²) + Σ_R≠0 g̃(R).   (11)

The first part is the missing point. The second is the induced interaction of a charge with its images in neighbouring supercells.

For distant images only the nonanalytic terms of g matter. The transform of |q| follows from

∫d²q/(2π)² e^(−ηq)e^(iq·R)/q = 1/(2π√(R² + η²)).

Two derivatives with respect to η multiply the left integrand by q². On the right they give −1/(2πR³) as η → 0. Hence |q| transforms into −1/(2πR³), and by (10)

g̃(R) → −e²r₀²/R³.

Summing over R = na times the triangular lattice vectors, and using −g(0) = 2πe²r₀ in (11), gives equation (2). The ratio of its second term to its first is

S₃Ar₀/(2πna³) = 1.52 r₀/(na),

with S₃ = 11.034 and A = (√3/2)a². The N⁻¹ law thus needs a supercell much larger than the screening length, not merely larger than the unit cell.

In the opposite regime each nonzero grid point has r₀Q ≫ 1. In the static limit, δ ≪ ω_q, equation (9) becomes −2πe²/Q apart from the overlap factor. To find the error of that sum, replace 1/Q by 1/√(Q² + κ²), whose partner in real space is e^(−κR)/R. Poisson summation, with the integral over q removed from both sides, gives

(1/An²) Σ_Q≠0 2π/√(Q² + κ²) − ∫d²q/(2π)² 2π/√(q² + κ²)
= Σ_R≠0 e^(−κR)/R − (1/An²)∫d²R e^(−κR)/R.

The last term is the omitted point Q = 0, since ∫d²R e^(−κR)/R = 2π/κ. As κ → 0, the right side is a lattice sum with its uniform background subtracted. That subtraction removes the pole term of the continued sum and leaves S₁/(na), with S₁ = −4.213. Multiplication by −e² gives (3). A smooth overlap factor does not alter this leading term when the supercell is large compared with the orbitals. The slow decay is thus the 1/R interaction between images that are too close for the layer's screening to have reached its asymptotic form.

For a numerical example, choose a = 3 Å and a slab with d = 6 Å, in-plane permittivity 15 and out-of-plane permittivity 5, in a cell with L = 20 Å. The sheet polarizability satisfies e²α = (15 − 1)d/(4π), so

r₀ = (15 − 1) × 6 Å/2 = 42 Å.

Inverting the slab's dielectric matrix in 201 plane waves along z gives (1 − ε⁻¹₀₀)/q = 41.803 Å at q = 0.0001 Å⁻¹. Equation (1) predicts 42 − (1764 + 210) × 0.0001 = 41.803 Å. At L = 30 Å the computed value is 41.793 Å, a difference that comes from the curvature. Without truncation the head is 0.192, in agreement with 1/(1 + 84/20).

At q = 0.01 Å⁻¹ the truncated head is 0.716, while 1/(1 + r₀q) is 0.704. At 0.1 Å⁻¹ the two are 0.38 and 0.19. The simple fraction therefore describes the cell-averaged head only near the origin. Using the full v₀ with (5) gives

ε⁻¹₀₀ ≈ 1 − [2(1 − e^(−qL/2))/(qL)] r₀q/(1 + r₀q),

which yields 0.72 and 0.49 at these two wavevectors. Cell averaging thus brings the estimate within 0.003 of the computed head at the smaller one; at the larger one the thin-sheet response (5) is itself too crude for a slab 6 Å thick.

For the gap, take Ω = 10 eV, both masses 0.5 electron masses, δ = ħ²q²/(2m) and |M|² = exp(−q²s²) with s = 1 Å. These choices define a model of the correlation term, not a particular material. It uses the thin-sheet interaction (6) at all q and takes only r₀ from the slab; the slab's thickness, which matters on the coarse grids below, is left out. Adaptive radial quadrature gives its converged value as −10.91 eV; the bare exchange, which is separate, must be added before one can speak of a gap. The missing value is W_c(0) = −3800 eV Å², and division by A = 7.794 Å² turns the first term of (2) into 487.5 eV/n².

Dropping Q = 0 gives the following errors relative to the converged integral:

n = 6: 2.50 eV
n = 12: 1.05 eV
n = 24: 0.40 eV
n = 48: 0.138 eV
n = 96: 0.042 eV
n = 192: 0.012 eV

The local exponent p in Δ ∝ N^(−p), taken between successive entries, is 0.62, 0.69, 0.77, 0.86 and 0.92. No single power describes the range. For n = 12 the supercell is 36 Å wide, less than r₀, and the nearest nonzero grid points lie at 4π/(√3 × 36 Å) = 0.20 Å⁻¹, more than eight times 1/r₀. The region q < 1/r₀, where the static W_c exceeds half its limiting value, lies well inside the one cell that was discarded. At n = 192 equation (2) gives 0.01323 − 0.00147 = 0.01176 eV, close to the sum, 0.01180 eV. A fit to N⁻¹ through the coarser grids would extrapolate to the wrong gap.

Inserting the limit W_c(0) for the missing point removes the first term of (2), but it helps only on fine grids. At n = 12 it adds −487.5/144 = −3.39 eV and changes an error of +1.05 eV into −2.33 eV. The limit is the tip of a narrow peak, and it has been applied to a cell much wider than the peak.

The quantity that belongs there is the average of W_c over the cell around Q = 0. Replace that cell by a disc of equal area, with radius q₀ = √(4π/(An²)). The radial integral is

∫₀^(q₀) q dq/(1 + r₀q) = q₀/r₀ − ln(1 + r₀q₀)/r₀².

Multiplication by −2πe²r₀ and by 2/q₀² gives the average

W̄_c = −(4πe²/q₀)[1 − ln(1 + r₀q₀)/(r₀q₀)].

Its contribution to the sum is W̄_c/(An²). Since An² = 4π/q₀², this equals

−e²q₀[1 − ln(1 + r₀q₀)/(r₀q₀)].   (12)

For n = 12, q₀ = 0.1058 Å⁻¹ and r₀q₀ = 4.44. The bracket is 0.619, and (12) gives −14.40 × 0.1058 × 0.619 = −0.94 eV. The error falls from 1.05 eV to 0.11 eV.

Both limits show what the average achieves. On coarse grids the bracket tends to one and (12) to −e²q₀ = −3.809e²/(na). Of the coefficient 4.213 in (3), 0.404 remains: the N^(−1/2) law survives with about a tenth of its strength. On fine grids the bracket is r₀q₀/2 − (r₀q₀)²/3 + …, so (12) becomes

−e²r₀q₀²/2 + e²r₀²q₀³/3 + … = −2πe²r₀/(An²) + 18.42 e²r₀²/(na)³ + ….

The first term cancels the missing point. Combined with −11.03 from the images, the second leaves +7.39 e²r₀²/(na)³. The two cubic terms do not cancel, so the remaining error decays as N^(−3/2), not faster. Averaging over the neighbouring cells as well does not remove it in this regime: near the cusp g is convex, their centre values lie below their cell averages, and their sampling error has the opposite sign, so averaging them makes the remainder larger.

With the disc average the errors at n = 6, 12, 24, 48 and 96 are 0.24, 0.11, 0.043, 0.013 and 0.003 eV. Among grids up to n = 150, the error stays below 0.05 eV from n = 22 onward, against n = 88 when the point is dropped. In numbers of k-points this is 484 against 7744, a factor of 16, for this screening length and this tolerance. These numbers belong to the thin sheet. If the static interaction of the 6 Å slab is used instead, with the charge spread uniformly over it and the same dynamic and overlap factors, the converged term is about −5.1 eV, dropping the point gives 1.72, 0.86 and 0.36 eV at n = 6, 12 and 24, and (12) overcorrects on coarse grids, leaving −0.55 eV at n = 6 and −0.08 eV at n = 12.

The grid size n at which the N⁻¹ law sets in scales as r₀/a. A smaller gap raises the polarizability through the energy denominators in α, unless the matrix elements compensate. A larger polarizability makes the peak narrower, and the N⁻¹ law then begins only on finer grids. More vacuum does not widen that peak: with the interaction truncated and the charge thinner than L/2, its width is a property of the layer.
